\section*{Residual stress and plane-strain modulus from the bulge test}

A thin film covers a long slot of width $2a$ and is clamped along the rim. It has thickness $t$ and carries a tensile residual stress whose component across the slot is $\sigma_0>0$. A uniform pressure $p$ on one side raises the centre line by $h$. If the film is isotropic and linearly elastic, if its bending stiffness can be neglected, and if $h\ll a$ and $\sigma_0\ll M$, then
\begin{equation}
p=\frac{2t\sigma_0}{a^2}\,h+\frac{4tM}{3a^4}\,h^3,\qquad M=\frac{E}{1-\nu^2},
\label{law}
\end{equation}
where $E$ is Young's modulus, $\nu$ is Poisson's ratio and $M$ is the plane-strain modulus. The linear coefficient gives the residual stress and the cubic coefficient gives the modulus. The second statement holds to leading order in $\sigma_0/M$: the residual stress also makes a small contribution to the cubic coefficient, which is found below. Note that $a$ is half the width, and that strain is counted from the flat film, already under stress, at $p=0$.

Take $x$ across the slot, $y$ along it and $z$ normal to the flat film. Far from the two short ends every cross-section is in the same state, so the displacement along $y$ can have at most the form $v=f(x)+cy$. The long edges are clamped, which requires $c=0$. The residual stress is taken to have no shear component in these axes. Reflection in a plane of constant $y$ then reverses $v$ but leaves the problem unchanged, so $f=0$. The pressure therefore adds no strain along the slot and no in-plane shear. The added stress through the thickness is of order $p$, far below the in-plane stresses of a thin film, and is set to zero. Hooke's law for the added stresses and strains is then
\begin{align}
\varepsilon_x&=\frac{\Delta\sigma_x-\nu\,\Delta\sigma_y}{E}, &
0=\varepsilon_y&=\frac{\Delta\sigma_y-\nu\,\Delta\sigma_x}{E}.
\end{align}
The second equation gives $\Delta\sigma_y=\nu\Delta\sigma_x$. Putting this into the first gives $\varepsilon_x=(1-\nu^2)\Delta\sigma_x/E$. With $e$ written for $\varepsilon_x$, the total stress across the slot is
\begin{equation}
\sigma=\sigma_0+Me .
\label{hooke}
\end{equation}
The modulus is $M$ rather than $E$ because the film is prevented from contracting along the slot as it stretches across it. The residual stress along $y$ does not appear in this relation. It does not enter the force balance of a cross-section either, since the film has no curvature along $y$.

Let $N$ be the tension across the slot per unit length along $y$. That length does not change, so $N=t\sigma$, with $t$ the thickness of the flat film and $\sigma$ the force per unit area of the flat film. Let $s$ be arc length along the deformed section, $\mathbf T$ its unit tangent and $\mathbf n$ the unit normal pointing away from the pressurized side. Balance of forces on an element reads
\begin{equation}
\frac{d(N\mathbf T)}{ds}+p\,\mathbf n=0 .
\end{equation}
The film bulges away from the pressure, so $d\mathbf T/ds=-\mathbf n/R$ with $R>0$ the radius of curvature. The tangential and normal components are
\begin{equation}
\frac{dN}{ds}=0,\qquad \frac{N}{R}=p .
\label{balance}
\end{equation}
Pressure acts along the normal and cannot change the tension, so $N$ is the same at every point. The radius $R=N/p$ is then also the same everywhere, and the section is an arc of a circle. By \eqref{hooke}, a uniform tension in a uniform film means a uniform strain. That strain follows from the total length of the arc.

The centre of the circle lies a distance $R-h$ below the plane of the rim, so $R^2=a^2+(R-h)^2$. Expanding the square and cancelling $R^2$ gives
\begin{equation}
R=\frac{a^2+h^2}{2h}.
\end{equation}
Let $\theta$ be the angle between film and rim plane at the clamped edge, and let $\eta=h/a<1$. Then
\begin{equation}
\sin\theta=\frac aR=\frac{2\eta}{1+\eta^2},\qquad \theta=2\arctan\eta ,
\end{equation}
where the second form follows from the identity $\sin\theta=2\tan(\theta/2)/[1+\tan^2(\theta/2)]$. The arc has length $2R\theta$ and the flat film had length $2a$, so
\begin{equation}
e=\frac{R\theta}{a}-1=\frac{\theta}{\sin\theta}-1 .
\end{equation}
Now insert $N=t(\sigma_0+Me)$ and $1/R=\sin\theta/a$ into $p=N/R$:
\begin{equation}
\frac{pa}{t}=\Bigl[\sigma_0+M\Bigl(\frac{\theta}{\sin\theta}-1\Bigr)\Bigr]\sin\theta
=\sigma_0\sin\theta+M(\theta-\sin\theta).
\label{arc}
\end{equation}
Within the membrane model with the stress-strain relation \eqref{hooke}, this holds for finite rotation.

To expand it in $\eta$, use the two series
\begin{align}
\sin\theta&=2\eta(1-\eta^2+\eta^4-\dots)=2\eta-2\eta^3+2\eta^5-\dots,\\
\theta&=2\eta-\tfrac23\eta^3+\tfrac25\eta^5-\dots
\end{align}
Their difference is $\theta-\sin\theta=\tfrac43\eta^3-\tfrac85\eta^5+\dots$, and therefore
\begin{equation}
\frac{pa}{t}=2\sigma_0\eta+\Bigl(\tfrac43M-2\sigma_0\Bigr)\eta^3
+\Bigl(2\sigma_0-\tfrac85M\Bigr)\eta^5+\dots
\label{series}
\end{equation}
The modulus is absent from the linear term because the stretch is of second order in the deflection. At small load the film acts as a strip under fixed tension. The cubic term comes from the tension that the stretch adds, multiplied by the curvature. Dropping $2\sigma_0$ beside $\tfrac43M$, dropping the fifth-order term, and restoring $\eta=h/a$ gives \eqref{law}.

The neglected part of the cubic coefficient is a fraction $3\sigma_0/(2M)$ of the part kept. A correction of this size depends on how the elastic law is continued beyond first order in strain. Suppose, for instance, that $\sigma_0+M(e+e^2/2)$ is taken as the second Piola--Kirchhoff stress. The tension is then $N=t(1+e)[\sigma_0+M(e+e^2/2)]$, whose first-order part is $t[\sigma_0+(M+\sigma_0)e]$. This replaces $M$ by $M+\sigma_0$ in the cubic coefficient, which becomes $\tfrac43M-\tfrac23\sigma_0$. The correction relative to $\tfrac43M$ is now $-\sigma_0/(2M)$. A modulus quoted more finely than $\sigma_0/M$ thus needs a stated stress-strain measure.

The shallow form can also be reached directly, which shows where the factors come from. For small slopes the balance is $Nw''=-p$, with $w(x)$ the height. Its solution with $w(\pm a)=0$ is the parabola $w=h(1-x^2/a^2)$, with $p=2Nh/a^2$. The stretch is the mean of half the squared slope,
\begin{equation}
e=\frac1a\int_0^a\frac12\Bigl(\frac{2hx}{a^2}\Bigr)^2dx=\frac{2h^2}{a^5}\,\frac{a^3}{3}=\frac{2h^2}{3a^2}.
\label{strain}
\end{equation}
Then $p=(2th/a^2)(\sigma_0+2Mh^2/3a^2)$, which is \eqref{law}. The factor 2 belongs to the curvature of the parabola, and the factor $4/3$ is that 2 times the $2/3$ of the stretch.

Dividing \eqref{law} by $h$ turns it into a straight line in $h^2$. If $I$ is the intercept and $S$ the slope of $p/h$ against $h^2$, then
\begin{equation}
\sigma_0=\frac{a^2I}{2t},\qquad M=\frac{3a^4S}{4t}.
\label{inverse}
\end{equation}
The two terms of the law are equal at
\begin{equation}
h_\times=a\sqrt{\frac{3\sigma_0}{2M}} .
\end{equation}
Well below $h_\times$ the deflection is $h\simeq pa^2/(2t\sigma_0)$, and the data say little about the modulus. Well above it, $h\simeq(3pa^4/4tM)^{1/3}$, and they say little about the residual stress. A measurement meant to give both should reach to both sides of $h_\times$. The only elastic constant the test yields is $M$, so $E$ follows if $\nu$ is known from elsewhere. For compressive residual stress the initial slope of \eqref{law} is negative. A flat membrane without bending stiffness is then unstable, and the small-deflection part of the analysis does not apply.

As an example take a window of low-stress silicon nitride on silicon, with rough typical film properties: $E=250$ GPa, $\nu=0.25$, $\sigma_0=200$ MPa. The film is 200 nm thick and the window measures 1 mm by 6 mm, so $a=0.50$ mm. Then $M=250/(1-0.0625)=266.7$ GPa and $\sigma_0/M=7.5\times10^{-4}$. The coefficients are
\begin{align}
\frac{2t\sigma_0}{a^2}&=\frac{2(2\times10^{-7})(2\times10^{8})}{(5\times10^{-4})^2}\ \mathrm{Pa/m}
=0.320\ \mathrm{kPa}/\mu\mathrm m,\\
\frac{4tM}{3a^4}&=\frac{4(2\times10^{-7})(2.667\times10^{11})}{3(5\times10^{-4})^4}\ \mathrm{Pa/m^3}
=1.138\times10^{-3}\ \mathrm{kPa}/\mu\mathrm m^3,
\end{align}
and the crossover lies at $h_\times=16.8\ \mu$m. Solving \eqref{law} and \eqref{arc} for the height at five pressures gives

\begin{center}
\begin{tabular}{ccc}
$p$ (kPa) & $h$ from \eqref{law} ($\mu$m) & $h$ from \eqref{arc} ($\mu$m)\\
5 & 10.953 & 10.956\\
10 & 16.182 & 16.192\\
20 & 22.422 & 22.444\\
30 & 26.627 & 26.663\\
40 & 29.905 & 29.954
\end{tabular}
\end{center}

At 40 kPa the law divides the pressure into a linear part of 9.6 kPa and a cubic part of 30.4 kPa. The added strain \eqref{strain} is $2.4\times10^{-3}$. It raises the membrane stress across the slot from 200 to 836 MPa, about four times the residual stress. This is not the largest stress in the film. At an ideally rigid, sharp clamp the film turns through an angle of about $2h/a=0.12$ within a boundary layer of length $\ell=t\sqrt{M/(12\sigma)}\approx1\ \mu$m. The edge curvature is about $2h/(a\ell)$, and the bending stress at the surface is
\begin{equation}
\frac{Mt}{2}\,\frac{2h}{a\ell}=\frac{2h}{a}\sqrt{3M\sigma}\approx3.1\ \mathrm{GPa}.
\end{equation}
It is tensile on the pressurized side and adds to the membrane stress, for a total of about 3.9 GPa. The strength needed at such an edge is thus several times the membrane stress.

Treat the last column as data and fit $p/h$ against $h^2$ by unweighted least squares. The intercept is $0.3209$ kPa/$\mu$m and the slope is $1.131\times10^{-3}$ kPa/$\mu$m$^3$. With \eqref{inverse},
\begin{align}
\sigma_0&=\frac{(5\times10^{-4})^2(3.209\times10^{8})}{2(2\times10^{-7})}\ \mathrm{Pa}=200.6\ \mathrm{MPa},\\
M&=\frac{3(5\times10^{-4})^4(1.131\times10^{18})}{4(2\times10^{-7})}\ \mathrm{Pa}=265.1\ \mathrm{GPa}.
\end{align}
Relative to the input values these are $0.30\%$ high and $0.60\%$ low. The series \eqref{series} accounts for both signs. The term $-2\sigma_0\eta^3$ lowers the slope by $3\sigma_0/(2M)=0.11\%$. The rest comes mainly from the fifth-order term, which bends the plot of $p/h$ against $h^2$ downwards. A straight line through a curve of that shape has too small a slope and too large an intercept. This bias can be avoided, because \eqref{arc} is itself linear in $\sigma_0$ and $M$: each measured $h$ gives $\theta$, and a linear fit of $pa/t$ to $\sin\theta$ and $\theta-\sin\theta$ yields both constants.

Bending stiffness matters near the clamped edges, where the film must leave the rim with zero slope. With $D=Mt^3/12$ the balance for small slopes becomes
\begin{equation}
D\,w''''-N\,w''=p,\qquad w(\pm a)=w'(\pm a)=0 .
\end{equation}
Let $k^2=N/D$ and $\kappa=ka$. The even solution that vanishes at the edges is
\begin{equation}
w=\frac{p}{2N}(a^2-x^2)+C(\cosh kx-\cosh\kappa),
\end{equation}
since the parabola balances $p$ and the hyperbolic cosine satisfies $Dw''''=Nw''$. Zero slope at $x=a$ requires $Ck\sinh\kappa=pa/N$. At the centre, with $(\cosh\kappa-1)/\sinh\kappa=\tanh(\kappa/2)$,
\begin{equation}
h=\frac{pa^2}{N}\Bigl[\frac12-\frac{\tanh(\kappa/2)}{\kappa}\Bigr]
\simeq\frac{pa^2}{2N}\Bigl(1-\frac2\kappa\Bigr)\quad(\kappa\gg1).
\label{bend}
\end{equation}
The slope is $w'=-(pa/N)(\xi-\sinh\kappa\xi/\sinh\kappa)$ with $\xi=x/a$. The mean of half its square fixes the tension:
\begin{equation}
N=t\sigma_0+tM\,\frac{p^2a^2}{2N^2}\int_0^1\Bigl(\xi-\frac{\sinh\kappa\xi}{\sinh\kappa}\Bigr)^2d\xi .
\label{tension}
\end{equation}
To first order in $1/\kappa$, equation \eqref{bend} reads $p=(2h/a^2)\,N(1+2/\kappa)$. The clamped film therefore looks as if its tension were larger by $2N/\kappa=2\sqrt{ND}/a$. At zero load $N=t\sigma_0$ and
\begin{equation}
\kappa_0=\frac at\sqrt{\frac{12\sigma_0}{M}}=2500\sqrt{0.0090}=237,
\end{equation}
so the apparent residual stress should be about $2/\kappa_0=0.84\%$ too high. Solving \eqref{tension} numerically at the five pressures and fitting the resulting heights with the simple law gives $\sigma_0$ high by $0.88\%$ and $M$ high by $0.17\%$. The apparent extra tension grows as $\sqrt N$, more slowly than $N$ itself, so it weighs more on the intercept than on the slope; alone it would give $0.92\%$ and $0.26\%$. The integral in \eqref{tension} also changes at first order, being $\tfrac13-\tfrac{3}{2\kappa}+\dots$, so that at given $h$ the stretch is $(2h^2/3a^2)(1-1/2\kappa)$. This accounts for nearly all of the difference.

The finite length of the window was assessed with a two-dimensional calculation. The energy of a rectangular membrane, with in-plane strains that include the products of slopes, was made stationary over polynomial displacements that vanish on the rim. The residual stress was the same in both directions. At the pressure for which \eqref{law} predicts $h/a=0.06$, the window with length six times its width has a centre height within $0.1\%$ of the prediction for $\nu=0$, $0.25$ and $0.45$, with $M$, $\sigma_0$, $a$, $t$ and $p$ held fixed. The strain along the slot at the centre is about $0.3\%$ or less of the strain across it. Halving the residual stress along the slot, at $\nu=0.25$, leaves the height within $0.1\%$ of the prediction. These results support the plane-strain argument for this shape. A square membrane with the same $a$, $t$, $p$, $\sigma_0$ and $M$, again at $\nu=0.25$, rises to only $0.80$ of the height that the law predicts. Its edges hold it in both directions, and \eqref{inverse} must not be used for it.

In a real nitride window the dimensions may matter more than any of these model errors. By \eqref{inverse}, with the measured pressures and heights held fixed, a half-width read $1\%$ too large raises $\sigma_0$ by $2\%$ and $M$ by $4\%$, while a thickness read $1\%$ too large lowers both by $1\%$. Adding $0.1\ \mu$m to every height in the last column of the table, as an error in the zero of height would, changes the fitted $\sigma_0$ by $-1.85\%$ and $M$ by $-0.52\%$ of their input values. Temperature acts through the mismatch in thermal expansion between film and frame. For a rough mismatch of $10^{-6}$ per kelvin the stress changes by $E\times10^{-6}/(1-\nu)=0.33$ MPa per kelvin, or $0.17\%$ of $\sigma_0$. The frame also yields. The added tension $tMe$ moves its edge by a distance $C\,tMe/E_{\mathrm f}$, to be compared with the stretch $ae$ of the half-width. With a rough frame modulus $E_{\mathrm f}=160$ GPa the ratio $tM/(E_{\mathrm f}a)$ is only $7\times10^{-4}$, but the factor $C$ is well above one. The force acts along a line at the edge of the frame, and the strain it causes there falls off as the inverse of the distance. The displacement therefore contains the logarithm of the frame thickness divided by the width over which the film hands its force to the frame. For a frame 0.5 mm thick, held at its base, and a width of a few micrometres, $C$ is roughly 12 to 15 if the frame wall is at right angles to the film, and 20 to 30 if wet etching has left a wedge of $55^\circ$ under the film edge. The yield is then 1 to $2\%$ of the stretch, and it lowers the fitted $M$ by about the same fraction. The normal force $pa$ at the edge, left out of this estimate, changes the yield by roughly a tenth for the right-angled wall and a fifth for the wedge. It reduces the yield if the film bulges away from the frame and increases it otherwise. The weight of the film, about 6 mPa for a rough density of 3000 kg/m$^3$, is negligible beside kilopascals. For this window on a rigid frame, then, finite rotation and bending each bias either constant by less than $1\%$; together they make $\sigma_0$ about $1.2\%$ too high and $M$ about $0.4\%$ too low. Knowing $M$ to $1\%$ requires the width to better than $0.25\%$, the thickness to better than $1\%$, and also an estimate of how far the frame yields.
